Viscosity Error from Finite Collision Cells in Direct Simulation Monte Carlo

**Question.** Nitrogen at 1 Torr flows through the narrow gap between the showerhead and the wafer of an atomic layer deposition reactor. A direct simulation Monte Carlo (DSMC) calculation divides the gap into collision cells. By how much does the width of the cells falsify the viscosity of the simulated gas, how does the error scale with that width, and how large is it when a cell is one mean free path wide?

**Answer.**

**Where the error comes from**

DSMC alternates two operations. Particles first fly freely for a time step. Pairs are then drawn at random within each cell, accepted with a probability proportional to their relative speed, and given new velocities. The positions stay as they were. A collision conserves the momentum of the pair, but the two partners may be far apart in the cell, so momentum jumps from one place to the other without being carried there by a flying particle. This extra transport acts as extra viscosity.

Take hard spheres of mass m, diameter d and number density n at temperature T, with mean flow u_x = γy. Cells have width L along y. Widths along x and z do not matter here, because partners displaced in those directions share the same mean velocity. I assume many particles per cell, a short time step, uniform density and temperature, and a shear weak enough for terms linear in γ to suffice. The viscosity is minus the flux of x-momentum in the +y direction, divided by γ.

**Collision averages**

The relative velocity g = v₁ − v₂ of two particles has variance 2kT/m per component, so its magnitude is distributed as g² exp(−mg²/4kT). Collisions occur at a rate proportional to g, which adds one more factor g. Let ⟨…⟩c be the average over collisions. With w = mg²/4kT the weight g³ exp(−mg²/4kT) dg becomes w e^(−w) dw, up to a constant. Since ∫w² e^(−w) dw = 2 and ∫w³ e^(−w) dw = 6,

⟨g²⟩c = (4kT/m)·2 = 8kT/m

⟨g⁴⟩c = (4kT/m)²·6 = 96(kT/m)²

The mean relative speed is √2 v̄, where v̄ = √(8kT/πm). Each particle therefore collides at the rate

ν = nπd²√2 v̄ = v̄/λ, with λ = 1/(√2πnd²)

There are nν/2 collisions per unit volume and time, since each involves two particles.

**The true viscosity**

Write the sheared gas as f = f₀[1 + (mγ/kT) y v_x + h(v)], where f₀ is the Maxwell distribution. To first order in γ the Boltzmann equation is

(mγ/kT) v_x v_y = C h   (1)

where C is the linearized collision operator. Try h = −b v_x v_y. Multiplying (1) by v_x v_y and averaging over f₀ gives b = mγ/(kT a), where the relaxation rate a is defined by

a⟨(v_x v_y)²⟩ = −⟨v_x v_y C v_x v_y⟩

For any function φ let Φ = φ(v₁) + φ(v₂), and let ΔΦ be its change in a collision. A perturbation φ weights each pair by 1 + Φ, so n⟨φCφ⟩ = (nν/2)⟨Φ ΔΦ⟩c. In equilibrium, collisions and their reverses are equally frequent, so Φ² has the same average before and after, and ⟨Φ ΔΦ⟩c = −½⟨(ΔΦ)²⟩c. Hence

−⟨φCφ⟩ = (ν/4)⟨(ΔΦ)²⟩c

For φ = v_x v_y, split the velocities into centre-of-mass and relative parts, v₁,₂ = G ± g/2. Then Φ = 2G_xG_y + ½g_xg_y, and only the second term changes. Hard spheres scatter isotropically, so the old and new directions of g are independent. The mean of g_xg_y over directions is zero and that of (g_xg_y)² is g⁴/15. The squared change of g_xg_y therefore averages to 2g⁴/15, and

−⟨φCφ⟩ = (ν/4)·(1/4)·(2/15)·96(kT/m)² = (4ν/5)(kT/m)²

Because ⟨(v_x v_y)²⟩ = (kT/m)², a = 4ν/5. The stress −nm⟨v_x v_y h⟩ equals nmb(kT/m)² = nkTγ/a, so

η₀ = nkT/a = 5nkT/(4ν) = (5/16d²)√(mkT/π)

The last form uses ν = 4nd²√(πkT/m). Adding the trial functions v_x v_y v² and v_x v_y v⁴, and requiring (1) to hold when multiplied by each trial function, raises the viscosity by a factor 1.0149 with two terms and 1.0159 with three. I write the kinetic viscosity as η_K = κη₀ with κ = 1.016.

**Cells leave the mean kinetic stress unchanged**

In DSMC a particle at y meets partners from the whole cell. In steady state

v_y ∂f/∂y = J[f(y), f̄]

where f̄ is the average of f over the cell and J is linear in each of its two arguments. Averaging over the cell gives

v_y [f(L/2) − f(−L/2)]/L = J[f̄, f̄]

In uniform shear each cell is a copy of its neighbour with v_x shifted by γL. The difference between the edges is thus f₀(mγL/kT)v_x to first order, and the averaged equation is (1) again, with h replaced by its cell average. The mean kinetic stress is the true one, whatever the cell width. The whole error, within these assumptions, is the momentum transferred between partners.

**The quadratic law**

In a collision, particle 1 gains x-momentum m(g_x′ − g_x)/2, and particle 2 loses it. The new g_x′ averages to zero, so the mean gain is −mg_x/2. Moving this momentum from y₂ to y₁ contributes gain × (y₁ − y₂) to the flux. With the minus sign in the definition of viscosity,

η_C γ = (nν/2)(m/2)⟨g_x(y₁ − y₂)⟩c

In a small cell the flow velocity is still γy. The relative velocity then has mean δ = γ(y₁ − y₂) along x, and its distribution is multiplied by 1 + mg_xδ/(2kT). Hence

⟨g_x⟩c = (mδ/2kT)⟨g²⟩c/3 = 4δ/3

This exceeds δ because fast pairs collide more often. Two independent uniform positions have ⟨(y₁ − y₂)²⟩ = 2·L²/12 = L²/6, so

η_C = (nν/2)(m/2)(4/3)(L²/6) = nmνL²/18

Dividing by η₀ and using mν²/kT = 8/(πλ²),

η_C/η₀ = (2/45)mν²L²/kT = (16/45π)(L/λ)² = 0.1132 (L/λ)²

One factor L comes from the distance jumped, the other from the velocity difference across it. Relative to the true viscosity κη₀ the coefficient is 0.1114. Taken at face value at L = λ, the law predicts 11%, but it was derived for L ≪ λ.

**Wider cells**

Collisions pull particles towards the mean velocity of their cell. They flatten the velocity profile inside it and so reduce the transfer. Let f = f₀(1 + φ). Linearizing J[f(y), f̄] gives

v_y ∂φ/∂y = B(φ − φ̄) + Cφ̄

where B describes collisions of a perturbed particle with equilibrium partners. By the averaged equation, Cφ̄ = (mγ/kT)v_x v_y. Set φ − φ̄ = (mγ/kT)v_xψ, and approximate B by a single decay rate, B(v_xψ) ≈ −αv_xψ. This is the one uncontrolled step: the real rate depends on speed, and real collisions also redirect the particles, which a single decay rate ignores.

I choose α so that it gives the correct mean momentum loss, α⟨v_x²⟩ = −⟨v_xBv_x⟩. By the same detailed-balance argument, now for one particle, the right side is (ν/2)⟨(Δv_x)²⟩c. Since Δv_x = Δg_x/2 and ⟨(Δg_x)²⟩c = 2⟨g²⟩c/3, this equals (ν/2)(1/4)(16kT/3m) = (2ν/3)(kT/m). Thus α = 2ν/3, and

v_y ψ′ = −αψ + v_y, with ψ(L/2) − ψ(−L/2) = L

Summing position times momentum gain over all particles gives the same flux as summing over pairs. The gain per volume at y is −nmα(mγ/kT)⟨v_x²ψ⟩ = −nmαγ⟨ψ⟩, because ψ depends on v_y alone. So

η_C = nmα (1/L)∫ y⟨ψ⟩ dy = (nmνL²/18) R, with R = (12/L³)∫ y⟨ψ⟩ dy

An undistorted profile, ψ = y, gives R = 1 and recovers the quadratic law.

To find R, write ψ = y + χ with χ periodic, which leaves v_yχ′ + αχ = −αy. Inside the cell y = Σ b_k sin(q_k y), with q_k = 2πk/L and b_k = (−1)^(k+1)L/(πk). For χ = Σ(A_k sin q_k y + D_k cos q_k y), the sine and cosine terms require

αA_k − v_yq_kD_k = −αb_k,  v_yq_kA_k + αD_k = 0

Eliminating D_k gives A_k = −b_kα²/(α² + q_k²v_y²). The cell average of yχ is Σb_kA_k/2, so

R = 1 − (6/π²) Σ k⁻² ⟨α²/(α² + q_k²v_y²)⟩

For the Maxwell average let t = v_y/√(2kT/m) and z_k = α/(q_k√(2kT/m)). The integral needed is I = ∫e^(−t²)/(t² + z²) dt over all t. Writing e^(−(t²+z²))/(t² + z²) as the integral of e^(−c(t²+z²)) over c from 1 to ∞, doing the t integral first, and setting c = x², one finds

I = e^(z²)·2√π ∫₁^∞ e^(−z²x²) dx = (π/z) e^(z²) erfc(z)

Multiplying by z²/√π gives the average:

R = 1 − (6/π²) Σ k⁻² √π z_k e^(z_k²) erfc(z_k), z_k = 2L/(3π^(3/2)kλ)

The relative viscosity error is therefore

ε = η_C/η_K = (16/(45πκ)) (L/λ)² R(L/λ)

**Two limits**

Both limits below are limits of the single-rate formula, so their numerical coefficients are approximate for real hard spheres. For L ≪ λ each term of the sum tends to √πz_k/k², and R ≈ 1 − (4ζ(3)/π³)L/λ, where ζ(3) = Σk⁻³. The first correction is linear in L, not quadratic. It comes from particles with small v_y, of order αL or less, which stay in a cell long enough to collide there; their fraction is proportional to L/λ.

For L ≫ λ, use 1 = (6/π²)Σk⁻² to rewrite R as (6/π²)Σk⁻²⟨q_k²v_y²/(α² + q_k²v_y²)⟩. The values q_k now lie densely, so the sum becomes (L/2π)∫dq, with k⁻² = (2π/L)²/q²:

R → (12/πL)∫₀^∞ ⟨v_y²/(α² + q²v_y²)⟩ dq = 6⟨|v_y|⟩/(αL) = 9λ/(2L)

Here ⟨|v_y|⟩ = v̄/2. The transfer becomes η_C → nmv̄L/4, linear in L. In the single-rate model this has a direct meaning: nv̄/4 particles cross unit area of a cell edge per unit time each way, and the two streams differ in mean velocity by γL. In a real gas some particles scatter back across the edge before losing all their extra momentum, an effect the model leaves out. Growth is thus quadratic for small cells and tends to linear for large ones.

**How large it is**

The formula gives these errors, relative to the true viscosity:

L = 0.25λ: R = 0.962, ε = 0.67%
L = 0.5λ: R = 0.927, ε = 2.6%
L = λ: R = 0.862, ε = 9.6%
L = 2λ: R = 0.752, ε = 34%

At one mean free path, 0.1114 × 0.862 = 0.096. The error is about ten percent, and its local growth exponent, d ln ε/d ln L, has fallen from 2 to 1.86. At 2λ the exponent is 1.74, and the bare quadratic would give 45%.

The single decay rate needs a check that does not use it. A full DSMC calculation was run with 80,000 hard spheres in one cell with sheared periodic images, at γ = 0.1√(kT/m)/λ. The measured transfer, divided by the theoretical κη₀, was 9.71 ± 0.10% at L = λ and 33.67 ± 0.19% at L = 2λ, against 9.60% and 33.52% from the formula. The transfer was sampled just before the collision rounds, when the flight has partly restored the profile inside the cell; in the single-rate description this raises it by 0.5% of its value at L = λ and 0.7% at L = 2λ. The agreement therefore holds to about one percent of the error itself. The bare quadratic values, 11.14% and 44.56%, are excluded.

The same runs measured the kinetic viscosity as 0.993 ± 0.008 and 0.986 ± 0.006 of κη₀. The stress was sampled just before each of six collision rounds per time step, when it is above its average over the flight, so these values read about 0.9% high. With that allowed for, the runs support the cell-average result to within two or three percent. Both values then lie low; the finite shear rate, which enters at second order, lowers the stress by about 0.8% in the one-rate description, which accounts for only part of the deficit, and the runs do not isolate the cause.

**The reactor gap**

Take nitrogen at 1 Torr and 473 K, a gap H = 5 mm and a molecular diameter of 0.37 nm, all rough typical values for a thermal process. The density p/kT is 2.04 × 10²² m⁻³, which gives λ = 80.5 µm. With v̄ = 598 m/s, ν = v̄/λ = 7.4 × 10⁶ s⁻¹. The one-term viscosity is 22.45 µPa s and the corrected hard-sphere value 22.8 µPa s. Cells one mean free path wide raise it to

22.8 × 1.096 = 25.0 µPa s

Such cells number 62 across the gap. An error of 5% requires cells of 0.71λ = 57 µm, or 88 across the gap; 1% requires 0.31λ = 25 µm, or 203. In plane no-slip flow at fixed flow rate the pressure drop is proportional to viscosity, so it is overestimated by the same fraction.

Real nitrogen departs from this model mainly because its molecules are softer than hard spheres. Its viscosity grows roughly as T^ω. I take ω = 0.74, a common average value; the local slope is about 0.76 to 0.77 at 300 K and falls to 0.68 to 0.71 at 473 K, depending on the correlation used. Since η is proportional to T divided by the collision rate, such growth corresponds to a rate varying as g^(2−2ω) instead of g. Keeping isotropic scattering and leaving the two moments general in the derivation above,

η_C/η₀ = ν²L²m⁴⟨g²⟩c⟨g⁴⟩c/(17280(kT)⁴)

The moments for the softer gas lower the leading coefficient from 0.113 to 0.081, a reduction of 29% at fixed L/λ, with λ still defined as v̄/ν. With ω between 0.68 and 0.71 the reduction would be 22 to 26%. The ten percent at one mean free path therefore belongs to hard spheres; at the same L/λ a softer collision model gives less. This does not permit wider cells in a given gas. If the two models are matched in viscosity at the same density and temperature, ν⟨g⁴⟩c is the same for both, because a is proportional to it. At a fixed width L the ratio η_C/η₀ then varies as ⟨g²⟩c/⟨g⁴⟩c, which is slightly larger for the softer gas: its mean free path is shorter. The viscosity of real nitrogen at this temperature is roughly 25 µPa s, so its closeness to the apparent value above is a coincidence of the chosen diameter and cell width.

**Two effects that can be confused with it**

A finite time step Δt also raises the viscosity. In the one-rate description, collisions multiply the kinetic stress by e^(−aΔt), and the following flight adds nkTγΔt. In steady state the stress at the end of a flight is nkTγΔt/(1 − e^(−aΔt)). Its mean during the flight is

(nkTγΔt/2) coth(aΔt/2) ≈ η₀γ[1 + (aΔt)²/12]

For Δt = 0.2λ/v̄ = 26.9 ns, aΔt = 0.16 and the error is 0.21%, far below that of the wide cells.

Slip at the walls is not small. If the gas slides at each wall with a slip length of one λ, the parabolic profile y(H − y)/2 gains a constant λH/2. Its integral grows from H³/12 to H³/12 + λH²/2, a factor 1 + 6λ/H. Here λ/H = 0.0161, so the flow at a given pressure gradient rises by 9.7%. One λ is a round value: kinetic theory gives about 1.1λ for a diffusely reflecting wall, which makes the rise about 11%. Slip is real physics, which DSMC includes, while the cell error is an artefact. They act in opposite directions and, at L = λ in this gap, are of similar size. A simulated pressure drop that agrees with the no-slip formula would therefore not show that the cells are fine enough. Repeating the run with narrower cells, all else held fixed, separates the two: the cell error shrinks nearly as L², while the slip remains.

Values computed for the example and the checks

```
Leading coefficient 16/(45 pi): 0.1132
Kinetic viscosity, 2 terms / 1 term: 1.01485
Kinetic viscosity, 3 terms / 1 term (kappa): 1.01588
Leading coefficient / kappa: 0.1114
L/lambda = 0.25: R = 0.9624, bare quadratic = 0.70 %, error = 0.67 %, exponent = 1.962
L/lambda = 0.5: R = 0.9269, bare quadratic = 2.79 %, error = 2.58 %, exponent = 1.926
L/lambda = 1.0: R = 0.8620, bare quadratic = 11.14 %, error = 9.60 %, exponent = 1.858
L/lambda = 2.0: R = 0.7523, bare quadratic = 44.56 %, error = 33.52 %, exponent = 1.739
DSMC L/lambda = 1.0: kinetic viscosity / theory = 0.9929 +- 0.0075
DSMC L/lambda = 1.0: transfer / kinetic theory = 9.71 +- 0.10 %
DSMC L/lambda = 2.0: kinetic viscosity / theory = 0.9859 +- 0.0056
DSMC L/lambda = 2.0: transfer / kinetic theory = 33.67 +- 0.19 %
Pressure: 1.0 Torr
Temperature: 473 K
Gap: 5.0 mm
Molecular diameter (rough): 0.37 nm
Molecular mass: 28.01 u
Number density: 2.042e+22 m^-3
Mean free path: 80.5 um
Mean speed: 598 m/s
Collision rate: 7.425e+06 s^-1
One-term viscosity: 22.45 uPa s
True hard-sphere viscosity: 22.80 uPa s
Apparent viscosity at L = lambda: 24.99 uPa s
Cells across gap at L = lambda: 62
Width for 1 % error: 0.307 lambda = 24.7 um, cells across gap: 203
Width for 5 % error: 0.706 lambda = 56.9 um, cells across gap: 88
Viscosity exponent of softer molecules (rough): 0.74
Leading coefficient, softer molecules, one-term: 0.0806
Softer / hard-sphere coefficient: 0.712
Time step 0.2 lambda/mean speed: 26.9 ns
Viscosity error from that time step: 0.213 %
Knudsen number of gap: 0.0161
Flow gain from wall slip, 6 Kn: 9.7 %
```
